Metal–Insulator Hysteresis from Iterated Perturbation Theory on the Bethe Lattice

A calculation of a correlated-oxide switch that is started from a single guess can return a metal at one value of the repulsion and give no sign that an insulator solves the same equations. A memory element depends on that second solution. If the equations are solved afresh at each repulsion U from one guess, the result is a single jump and no hysteresis. The cure is to carry each solution over as the starting guess for the next U, once upward from a metal and once downward from an insulator.

The model has one orbital per site, one electron per site on average, repulsion U, and a Bethe lattice with z → ∞ neighbours and hopping t/√z. Magnetic order is excluded by assumption. Energies are in eV, T stands for k_B × temperature, β = 1/T, and imaginary time τ is in inverse energy, so ħ is absorbed in it. The interaction is written U(n↑ − ½)(n↓ − ½), which places the chemical potential at zero.

**One atom by hand**

Define G(τ) = −⟨T_τ c(τ)c†(0)⟩, where T_τ orders in time. Exchanging particles and holes gives G(−τ) = −G(τ). Fermions also obey G(−τ) = −G(β − τ), hence G(τ) = G(β − τ). At the frequencies w = (2n+1)πT we have cos w(β − τ) = −cos wτ and sin w(β − τ) = sin wτ. The cosine part of the Fourier integral therefore cancels, leaving

G(iw) = i g(w),  g(w) = ∫₀^β dτ sin(wτ) G(τ).

The self-energy has the same symmetry, Σ(iw) = i s(w), with s real.

Without U, an isolated atom with its level at zero has G0(τ) = −½. To find the self-energy, expand in U. The first order vanishes because ⟨n − ½⟩ = 0. In the second order the factor ½ of the expansion cancels against the two orders in which an up electron can pass the two vertices. That electron feels the potential U(n↓ − ½) twice, so

Σ(τ) = U² G0(τ) ⟨T_τ δn↓(τ) δn↓(0)⟩,  δn = n − ½.

Wick's theorem gives the correlation as −G0(τ)G0(−τ) = G0(τ)². As a check on the sign, at τ → 0⁺ it equals ¼, the variance of a half-filled level. Therefore

Σ(τ) = U² G0(τ)³.

For the atom this is −U²/8. Since ∫₀^β sin(wτ) dτ = 2/w, we get s = −U²/(4w). The Dyson equation 1/G = iw − Σ reads 1/(ig) = i(w − s), so

g = −1/(w − s) = −w/(w² + U²/4).

The exact atom has two levels at ±U/2 with weight ½ each:

½[1/(iw − U/2) + 1/(iw + U/2)] = −iw/(w² + U²/4).

The two results agree. A second-order self-energy is thus also right for an isolated atom at any U, which is why the method can describe an insulator.

**Connecting the atom, still by hand**

An electron leaving the site hops to a neighbour, moves about there, and returns. The z neighbours contribute z(t/√z)²G = t²G, because removing the original site changes a neighbour's G by a relative amount that vanishes as z → ∞. The site without its own interaction then has

1/G0 = iw − t²G,  or  g0 = −1/(w − t²g).

At U = 0, G = G0 gives t²G² − iwG + 1 = 0. Continued to real energy ω, this becomes G = [ω − √(ω² − 4t²)]/(2t²), which has an imaginary part for |ω| < 2t. The band is a semicircle of half-width D = 2t.

Now suppose T → 0 and the solution has a gap. At small w, g = −cw with some constant c > 0. Put y = t²c. Then

g0 = −1/[w(1 + y)] = −p/w,  p = 1/(1 + y).

This is a level at zero energy with weight p. Its contribution to G0(τ) is −p/2, while the gapped remainder decays away from the ends of the time interval. Near the ends sin(wτ) is small, so the remainder adds to s only terms that vanish with w. Cubing the plateau gives

s = −U²p³/(4w).

At small w the new g is −1/(−s) = −4w/(U²p³), so the new c is 4(1 + y)³/U². Multiplying by t² and using 4t² = D²,

y_new = r(1 + y)³,  r = D²/U².

The whole loop has shrunk to one number. A fixed point needs r = y/(1 + y)³. The derivative of the right side has the sign of 1 − 2y, so its maximum is at y = ½ and equals (1/2)/(27/8) = 4/27. A gapped solution of this form therefore requires

U ≥ D√(27/4) = 2.598 D.

Above this value there are two fixed points. The slope of the map at a fixed point is 3r(1 + y)² = 3y/(1 + y), which is below 1 for y < ½ and above 1 for y > ½. The iteration finds the first and runs away from the second. They merge at y = ½, where the slope is 1; such a merging point is called a fold.

Take U = 2.648 D, so r = 0.1426. From y = 0 the iterates are 0.143, 0.213, 0.254 and so on, settling at 0.354: an insulator. At U = 2.5 D, r = 0.16 and the iterates begin 0.160, 0.250, 0.312, 0.362; later ones pass ½ and grow without limit. The assumption of a gap has then failed.

A metal is not covered by this map. At T = 0 its self-energy vanishes at w → 0, and g = −1/(−t²g) gives |g| = 1/t. Whether such a solution survives beside the insulator depends on all frequencies, and for that the loop must be done numerically.

**The general loop**

One iteration at given U and T consists of five operations.

1. Form g0 = −1/(w − t²g).

2. Go to imaginary time. The inverse of the sine transform is 2T Σₙ g0 sin(wτ) over w > 0, which converges slowly because g0 ≈ −1/w. With g ≈ −1/w, expansion gives g0 = −1/(w + t²/w) ≈ −1/w + t²/w³. Both tails can be summed in closed form. The constant ½ has transform 1/w. The parabola q = τ(β − τ)/4 vanishes at both ends and has q″ = −½; two integrations by parts give ∫ sin(wτ) q dτ = −(1/w²)∫ sin(wτ) q″ dτ = 1/w³. Hence

G0(τ) = −½ + t²τ(β − τ)/4 + 2T Σₙ [g0 + 1/w − t²/w³] sin(wτ).

3. Cube it: Σ(τ) = U²G0(τ)³.

4. Return to frequency: s(w) = 2∫₀^{β/2} sin(wτ) Σ(τ) dτ. Half the interval suffices by symmetry. Gauss–Legendre points serve here, since the integrand is smooth.

5. Form g_new = −1/(w − t²g − s) and replace g by g + α(g_new − g).

All five operations are repeated until g_new = g within a small tolerance. The mixing α changes the path but not the fixed points. For the upward sweep, start with the U = 0 metal at small U, converge, raise U a little, and use the converged g as the next guess. For the downward sweep, start with the atomic g at large U and lower U.

The self-energy was tested on a site coupled with amplitude 0.35 eV to two levels at ±0.6 eV, with T = 0.2 eV. Relative to exact diagonalization, the second-order s at the lowest frequency deviates by −1.51 × 10⁻⁴ at U = 0.2 eV and −3.79 × 10⁻⁵ at 0.1 eV. The ratio is 3.995. A factor of four on halving U is expected if the first missing term is of order U⁴.

**Why the sweeps jump**

Let g change by δg. From operation 1, δg0 = −t²g0²δg. The change of G0(τ) is 2T Σₙ sin(wτ)δg0, and the change of Σ(τ) is 3U²G0(τ)² times that. Writing the result as δs = −t²Kδg defines the matrix K:

K(w,w′) = 2T ∫₀^β dτ sin(wτ) 3U²G0(τ)² sin(w′τ) g0(w′)².

Operation 5 then gives δg_new = g²(−t²δg − δs), or

δg_new = J δg,  J = t²g²(K − 1).

The term with K is a positive feedback: a smaller |g| isolates the site, which raises |g0| and through it |s|, and the larger |s| reduces |g| further. The term −1 opposes it. If λ is the largest eigenvalue of J, an error along its eigenvector shrinks by the factor

1 − α(1 − λ)

per mixed step. Convergence is lost at λ = 1 for any α between 0 and 1.

This is also where the solution itself ends. Along a curve of solutions, g_new(g,U) − g = 0 implies

(J − 1)δg + (∂g_new/∂U)δU = 0.

At a turning point in U, δU = 0 with δg ≠ 0, so J has an eigenvalue 1. The jump is therefore a property of the equations and not of an impatient iteration.

To follow the curve through the turn, prescribe g at the lowest frequency w₀ and treat U as an unknown in its place. Newton's method solves the linear equation above with g_new − g as the residual. As |g(w₀)| decreases, U rises to Uc2, falls to Uc1, and rises again. On this S-shaped curve the metal, an unstable solution and the insulator are three parts of one line. The critical temperature Tc is reached when the backward part has just vanished, that is, when the largest value of dU/d ln|g(w₀)| is zero.

**A switch at 350 K**

Take D = 1 eV, so t = 0.5 eV, and T = 0.0302 eV, which is 350 K. The numbers in this section and the next belong to the second-order self-energy. It overestimates the critical temperature, and with an exact self-energy the same D would give no switch at U = 2.65 eV and 350 K. The example shows how the equations behave and does not predict an operating temperature. With 128 frequencies and α = 0.7 the curve turns at

Uc1 = 2.547 eV,  Uc2 = 2.750 eV.

Plain iteration confirms both: the second solution is present 2 meV inside each fold and absent 2 meV outside. The upward sweep, in steps of 0.05 eV, is metallic at 2.70 eV and insulating at 2.75 eV. The downward sweep is insulating at 2.55 eV and metallic at 2.50 eV.

To tell the states apart, use the spectral function A(ω). From G(τ) = −∫ A(ω) e^{−τω}/(1 + e^{−βω}) dω at τ = β/2,

−βG(β/2)/π = ∫ A(ω) β/[2π cosh(βω/2)] dω.

The factor multiplying A integrates to 1 and has a width of order T, with exponential tails. This thermal average of A around the Fermi level is called the Fermi-level weight below. In the middle of the window, at U = 2.648 eV, it is 0.433 eV⁻¹ for the metal and 0.0059 eV⁻¹ for the insulator, a ratio of 73. The insulator's value does not count states at the Fermi level: nearly all of it comes from energies beyond 3T, where the tails of the factor meet the low-energy flank of the spectrum. At this temperature A sets in near ±0.09 eV and rises gradually; its product with the factor is largest near ±0.15 eV. The ratio therefore compares thermal averages; the resistance ratio would need a separate transport calculation.

The feedback can be followed by hand at the lowest frequency, starting from the computed s. With x = |g|, the relation x = 1/(w − s + t²x) becomes t²x² + (w − s)x − 1 = 0, so

x = [−(w − s) + √((w − s)² + 4t²)]/(2t²).

At w₀ = 0.0948 eV the metal has s = −0.6345 eV. Then w₀ − s = 0.7293 eV and x = (−0.7293 + 1.2377)/0.5 = 1.017 eV⁻¹. The insulator has s = −7.908 eV, giving x = 0.124 eV⁻¹. The bare site has |g0| = 1/(w₀ + t²x), which is 2.9 eV⁻¹ in the metal and 7.9 eV⁻¹ in the insulator. The insulator has the larger |g0|, in line with its larger |s|. Recovering s itself from g0 takes all frequencies, and is done by the converged loop.

The one-number map can be compared at the same U. There y = 0.354 gives p = 0.739 and s = −U²p³/(4w₀) = −7.46 eV, smaller in size than the full value by 6 % of the latter. The map assumed w and T far below the gap.

The double occupancy d = ⟨n↑n↓⟩ gives another view. Since [c↑, V] = U c↑(n↓ − ½) for the interaction V, the equation of motion at τ → 0⁻ yields T Σ ΣG = U(⟨n↑n↓⟩ − ½⟨n↑⟩) = U(d − ¼), where the outer sum runs over positive and negative frequencies. The values are d = 0.043 in the metal and 0.022 in the insulator, against 0.25 without correlation. The second-order self-energy makes the metal's value too large: exact diagonalization of a site with a five-level bath fitted to each solution gives 0.034 and 0.021. Electrons already avoid each other strongly in the metal.

The convergence estimate can be checked near the upper fold. At U = 2.730 eV the metal has λ = 0.848, so the error factor should be 1 − 0.7 × 0.152 = 0.894; the iteration shows 0.894. On the unstable branch λ reaches 1.20.

**Temperature, and a heat pulse**

The folds move with temperature at fixed D:

250 K: 2.571 and 2.956 eV
350 K: 2.547 and 2.750 eV
450 K: 2.512 and 2.578 eV

The lower fold rises on cooling, toward the hand result 2.598 eV for T → 0. The window closes at T = 0.0469 eV, or 544 K, and U = 2.463 eV. Sweeps between 2.0 and 3.2 eV at 1.1 Tc agree within 2 × 10⁻⁹ eV⁻¹ in g, so no hysteresis is left there. At 0.9 Tc a window of 28 meV is present.

Because Uc2 falls on heating, a heat pulse can write a state. Hold U at 2.664 eV and start with the metal at 350 K, where the Fermi-level weight is 0.423 eV⁻¹. At 450 K this U lies above Uc2 = 2.578 eV, and the metal has gone: the weight is 0.0093 eV⁻¹. Back at 350 K the weight is 0.0049 eV⁻¹. The insulator has remained, because U is still above Uc1. Returning to the metal requires leaving the window on the other side, for instance by widening the band until U/D is low enough.

The sweeps show which states are stable under iteration. They do not show which has the lower free energy. In a sample the less favourable state can decay by nucleation before its fold is reached, so the window between the folds is not a prediction of a measured loop width.

**Beside a real oxide**

D = 1 eV is a round number and U was placed inside the model's own window; neither was fitted to a material. A related oxide is vanadium sesquioxide, V₂O₃. With some chromium added, that material has a first-order transition between a paramagnetic metal and a paramagnetic insulator, ending at a few hundred kelvin, and over part of the composition range it becomes insulating on heating, as the model does. Vanadium dioxide goes the other way, from insulator to metal on heating, with a change of crystal structure; this model should not be used for it. Vanadium sesquioxide also has several active orbitals with Hund coupling, which are left out here, as are disorder and domains.

Several omissions can be sized with the example's numbers.

The first is magnetic order. For one bond with hopping t_b = t/√z, the singlet has the energy matrix [[0, 2t_b],[2t_b, U]], whose lower eigenvalue is −4t_b²/U for t_b ≪ U, while the triplet stays at 0. The exchange is J_b = 4t_b²/U. In mean field a spin feels the staggered field zJ_b m, so m = ½ tanh(zJ_b m/2T), and order sets in at T = zJ_b/4 = t²/U. At U = 2.648 eV this is 0.094 eV, about 1100 K and twice Tc. On an unfrustrated lattice, order would thus be expected to cover the whole coexistence region. The paramagnetic result applies where frustration suppresses that order.

The second-order self-energy is also approximate. For a site with a four-level bath fitted to each solution (largest misfit 4 %), exact diagonalization at U = 2.648 eV gives s(w₀) = −1.02 eV for the metal, against −0.63 eV in second order, which is 38 % too small in size relative to the exact value. For the insulator the values are −8.37 and −8.01 eV, a shortfall of 4 %. A relative shortfall that was the same in both states and at all frequencies would only rescale U and leave Tc unchanged. Here it also depends on frequency: with a five-level bath it falls in the metal from 38 % at w₀ to 13 % at the fourth frequency, and in the insulator from 4 % to 2 %. Because the shortfall is much larger in the metal, the metal survives to too large a U and too high a temperature. Numerically exact solutions of the same model place the critical point near U = 2.3 D and at T slightly below 0.03 D. For D = 1 eV this is below 350 K, so the window and the heat pulse computed above are then absent at that temperature. Coexistence itself remains at lower T/D, that is, on cooling or for a wider band, with U/D adjusted.

The lattice responds too. For an assumed volume growth of 1 % on becoming insulating, and hopping taken as the inverse fifth power of distance, D falls by 1 − 1.01^(−5/3) = 1.6 %. At fixed U this raises both U/D and T/D by about 1.7 %. With the smaller D, Uc1 lies 44 meV lower and Uc2 56 meV lower, shifts of about a fifth and just over a quarter of the 203 meV window. The expansion that accompanies the insulator thus favours the insulator, and so reinforces the switching.

Finally, 1 V across 20 nm is 0.5 MV/cm, a drop of 15 meV over a lattice spacing of 0.3 nm. This is half of k_B × 350 K. It is small beside D, but the comparison does not settle how a field-driven, self-heated device switches, since the loop above describes equilibrium states only. The numerical output lists the sweep values.

Table of computed values

```
half bandwidth D = 1.00 eV, hopping scale t = 0.50 eV
operating temperature 350 K, k_B T = 0.03016 eV
frequencies 128, time nodes 160, mixing 0.7
atomic-limit self-energy, relative error 3.2e-12
weak coupling, relative deviation at U=0.2 eV -1.512e-04
weak coupling, relative deviation at U=0.1 eV -3.786e-05
ratio of these deviations 3.995
250 K: Uc1 = 2.5713 eV, Uc2 = 2.9559 eV, width 384.6 meV
350 K: Uc1 = 2.5470 eV, Uc2 = 2.7497 eV, width 202.7 meV
450 K: Uc1 = 2.5124 eV, Uc2 = 2.5778 eV, width 65.3 meV
change of folds with 192 frequencies 1.0e-11 eV
critical point: k_B Tc = 0.04690 eV, Tc = 544.2 K
critical repulsion U = 2.4632 eV
sweeps at 1.1 Tc: largest difference of g 1.9e-09 1/eV
at 0.9 Tc: Uc1 = 2.4946 eV, Uc2 = 2.5227 eV
350 K sweeps: U (eV), Fermi weight up, down (1/eV)
  2.45  0.51544  0.51544
  2.50  0.50017  0.50017
  2.55  0.48198  0.03059
  2.60  0.45983  0.01114
  2.65  0.43175  0.00580
  2.70  0.39284  0.00326
  2.75  0.00190  0.00190
  2.80  0.00114  0.00114
largest lambda on the unstable branch 1.198
lambda of metal at U = 2.7297 eV: 0.8481
error factor predicted 0.8937, observed 0.8937
middle of window U = 2.6483 eV, w_0 = 0.0948 eV
metal: Fermi weight 0.43283 1/eV, double occ. 0.0428
  Im Sigma at w_0, w_1: -0.6345, -1.2130 eV
insulator: Fermi weight 0.00592 1/eV, double occ. 0.0223
  Im Sigma at w_0, w_1: -7.9083, -3.1608 eV
Fermi-weight ratio metal/insulator 73.09
heat pulse at U = 2.6637 eV: temperature, Fermi weight
  350 K  0.42251 1/eV
  450 K  0.00928 1/eV
  350 K  0.00493 1/eV
metal, 4-level bath: Im Sigma(w_0) IPT -0.6319, exact -1.0187 eV
  largest relative misfit of the bath 3.8e-02
insulator, 4-level bath: Im Sigma(w_0) IPT -8.0127, exact -8.3658 eV
  largest relative misfit of the bath 2.9e-02
mean-field Neel scale 0.0943 eV = 1094 K
relative window width 7.65 %
bandwidth loss for 1 % volume growth 1.64 %
1 V over 20 nm: 0.50 MV/cm, drop per 0.3 nm 15.0 meV
```
